\section*{Why Spin Hall Angle Times Spin Diffusion Length Barely Depends on Resistivity}

\section{The scaling argument}

Consider a uniform nonmagnetic metal whose bands are fixed and whose resistivity $\rho$ changes only through the scattering time $\tau$. Write the collision operator as $\hat C/\tau$, where $\hat C$ is dimensionless and describes how collisions redistribute direction and spin. If more disorder means more collisions of the same kind, $\tau$ changes and $\hat C$ does not.

Without a field, a steady deviation $g$ from equilibrium obeys
\begin{equation}
\mathbf v\cdot\nabla g=-\frac{1}{\tau}\hat C g
\quad\Longrightarrow\quad
\mathbf v\cdot(\tau\nabla)g=-\hat C g .
\end{equation}
Position enters only as $\mathbf r/\tau$, so every decay length of this equation is proportional to $\tau$. The spin diffusion length $\lambda$ is one of them. In a uniform electric field the gradient is absent and the drive is balanced by $\hat Cg/\tau$. Then $g\propto\tau$ and $\rho\propto1/\tau$, so $\rho\lambda$ does not contain $\tau$.

The spin Hall angle is $\theta=\sigma_{\rm SH}\rho$. Here $\sigma_{\rm SH}$ is in units of $(\hbar/2e)$ S/cm, which makes $\theta$ a ratio of two currents in charge units; its sign is dropped. If $\sigma_{\rm SH}$ is independent of $\tau$,
\begin{equation}
\theta\lambda=\sigma_{\rm SH}\,(\rho\lambda)
\end{equation}
is constant: frequent collisions raise $\theta$ and shorten $\lambda$ by the same factor. The argument rests on two assumptions, a $\sigma_{\rm SH}$ free of $\tau$ and a fixed share of spin flips among collisions. A solvable model supplies the constant and shows where each assumption gives way.

\section{What the product measures}

Inject a spin current density $j_0$ (in charge units) into a film at $z=0$ and let none leave at $z=d$. The spin accumulation obeys $\mu_s''=\mu_s/\lambda^2$. Since $j_s\propto\mu_s'$, differentiating once gives $j_s''=j_s/\lambda^2$, and the two boundary values fix
\begin{equation}
j_s(z)=j_0\,\frac{\sinh[(d-z)/\lambda]}{\sinh(d/\lambda)} .
\end{equation}
By reciprocity the inverse effect converts spin into charge current with the same $\theta$. The charge current per unit width is
\begin{equation}
\theta\int_0^d j_s\,dz=\theta\lambda j_0\,\frac{\cosh(d/\lambda)-1}{\sinh(d/\lambda)}
=\theta\lambda\, j_0\tanh\frac{d}{2\lambda}.
\end{equation}
For $d\gg\lambda$ this is $\theta\lambda j_0$. For $d\ll\lambda$ it is $\theta d j_0/2$, which grows with $\rho$. The constant product therefore appears directly only in thick films.

\section{The model: a spherical Fermi surface}

Let all carriers at the Fermi surface have wave number $k_F$ and speed $v_F$, with mean free path $l=v_F\tau$. Collisions are isotropic, and a fraction $\varepsilon<1/2$ of them flips the spin.

\subsection{Resistivity}

For a field $E$ along $x$ and carrier charge $-e$, the Boltzmann equation is $-eEv_x\,\partial f_0/\partial\epsilon=-f_1/\tau$. There is no scattering-in term, because $f_1\propto v_x$ averages to zero over directions. Hence $f_1=eE\tau v_x\,\partial f_0/\partial\epsilon$. With $\langle v_x^2\rangle=v_F^2/3$ and density of states $N=k_F^2/(\pi^2\hbar v_F)$ for both spins,
\begin{equation}
\frac1\rho=e^2N\frac{v_F^2\tau}{3}=\frac{e^2k_F^2\,l}{3\pi^2\hbar}
\quad\Longrightarrow\quad
\rho l=\frac{3\pi^2\hbar}{e^2k_F^2}.
\end{equation}
The size of the Fermi surface fixes $\rho l$; the velocity has cancelled.

\subsection{Spin diffusion length}

Let $c$ be the cosine of the angle between velocity and $x$, and let $\langle\cdot\rangle$ be the average over directions. For spin up,
\begin{equation}
v_Fc\,\partial_xf_\uparrow=\frac{-f_\uparrow+(1-\varepsilon)\langle f_\uparrow\rangle+\varepsilon\langle f_\downarrow\rangle}{\tau}.
\end{equation}
Subtracting the equation for spin down gives, for $g=f_\uparrow-f_\downarrow$,
\begin{equation}
l\,c\,\partial_xg=-g+(1-2\varepsilon)\langle g\rangle .
\end{equation}
Insert $g=G(c)e^{-x/\lambda}$ and set $q=l/\lambda$. Then $(1-qc)G=(1-2\varepsilon)\langle G\rangle$. Dividing by $1-qc$ and averaging over $c$,
\begin{equation}
1=(1-2\varepsilon)\,\frac12\int_{-1}^{1}\frac{dc}{1-qc}=(1-2\varepsilon)\frac{\operatorname{artanh}q}{q}.
\end{equation}
So $\lambda/l$ depends on $\varepsilon$ alone, as the scaling argument requires. For small $\varepsilon$, expand both sides of $\operatorname{artanh}(q)/q=1/(1-2\varepsilon)$:
\begin{equation}
\frac{q^2}{3}+\frac{q^4}{5}\simeq2\varepsilon+4\varepsilon^2 .
\end{equation}
To first order $q^2=6\varepsilon$. Putting this into the quartic term gives $q^2/3\simeq2\varepsilon+4\varepsilon^2-\tfrac{36}{5}\varepsilon^2=2\varepsilon(1-\tfrac85\varepsilon)$, hence
\begin{equation}
\lambda\simeq\frac{l}{\sqrt{6\varepsilon}}\left(1+\tfrac45\varepsilon\right).
\end{equation}
The leading term is the diffusive result $\lambda^2=D\tau_s$ with $D=v_F^2\tau/3$ and $\tau_s=\tau/2\varepsilon$. The 2 arises because one flip changes the difference of the two populations by two. In the diffusive limit
\begin{equation}
\theta\lambda=\sigma_{\rm SH}\,\frac{3\pi^2\hbar}{e^2k_F^2\sqrt{6\varepsilon}} .
\label{main}
\end{equation}

\section{Why the flip fraction is fixed}

Spin-orbit coupling mixes both spins into each Bloch state, so a spin-independent potential can connect states of opposite nominal spin. This is the Elliott-Yafet mechanism. In the golden rule, the flip rate and the momentum relaxation rate both carry the density of scatterers and the squared strength of the potential. These cancel in the ratio and leave band overlaps.

A four-band Dirac metal, with energy $\mathcal E=\sqrt{(\hbar uk)^2+M^2}$, shows this. Its upper-band states are $(\chi,\ \eta\,\boldsymbol\sigma\cdot\hat{\mathbf k}\,\chi)/\sqrt{1+\eta^2}$, with $\eta=\hbar uk/(\mathcal E+M)$ and $\chi$ a spinor. The overlap of two such states is
\begin{equation}
\frac{\chi'^\dagger\left[1+\eta^2\,\hat{\mathbf k}'\cdot\hat{\mathbf k}+i\eta^2\boldsymbol\sigma\cdot(\hat{\mathbf k}'\times\hat{\mathbf k})\right]\chi}{1+\eta^2}.
\end{equation}
Two of the three components of the cross product flip the spin. Its mean square is $2/3$, so the mean flip probability is $\tfrac23\cdot\tfrac23\,\eta^4=\tfrac49\eta^4$, apart from the common factor $(1+\eta^2)^{-2}$. Summed over final spins, the squared overlap is $1+2\eta^2c'+\eta^4$ with $c'=\hat{\mathbf k}'\cdot\hat{\mathbf k}$. A collision removes the fraction $1-c'$ of the forward momentum. With $\langle c'^2\rangle=1/3$, short-range scatterers give
\begin{equation}
\varepsilon=\frac{\tau}{\tau_{\rm flip}}=\frac{\tfrac49\eta^4}{1+\eta^4-\tfrac23\eta^2}.
\end{equation}
For $\hbar uk=2M$, $\eta=0.618$ and $\varepsilon=0.073$. A screened Coulomb potential of range $1/k$ gives 0.086 in the same band. The amount of disorder drops out, but its kind does not. Scattering in this band is not isotropic and also rotates the spin, so the relation between $\lambda/l$ and $\varepsilon$ of the spherical model carries over only roughly. For short-range scatterers at $\hbar uk=2M$, $\lambda/l$ is 1.70 for spins transverse to the flow and 1.78 for spins along it, against 1.61 from the $\operatorname{artanh}$ equation. The ratio is still free of $\tau$. The golden rule also assumes that $\hbar/\tau$ is small compared with the separation of the bands that spin-orbit coupling mixes.

\section{Why the spin Hall conductivity is fixed}

Let $R=R_0+R_1$ be the density matrix in a field along $x$, with $R_0$ its equilibrium value and $R_1$ relaxing at the rate $1/\tau$. In the band basis, to first order in $E$,
\begin{equation}
\left[\frac{i(E_m-E_n)}{\hbar}+\frac1\tau\right]R_{1,mn}=\frac{eE}{\hbar}\langle m|\partial_{k_x}R_0|n\rangle .
\end{equation}
For $m=n$ the bracket is $1/\tau$ and the response is proportional to $\tau$: this is the ordinary current. For $m\ne n$ the band separation dominates the bracket when it is large compared with $\gamma=\hbar/\tau$, and $\tau$ drops out. The field then admixes another band into each state, and this admixture carries the intrinsic spin Hall current.

The correction can be found for the two-dimensional bands $H=\hbar u(k_x\sigma_x+k_y\sigma_y)+M\sigma_z$, with energies $\pm\mathcal E$. Projecting the derivative of $H|n\rangle=E_n|n\rangle$ on $\langle m|$ gives $\langle m|\partial_{k_x}n\rangle=X_{mn}/(E_n-E_m)$, where $X=\partial_{k_x}H$. Hence $\langle m|\partial_{k_x}R_0|n\rangle=(f_n-f_m)X_{mn}/(E_n-E_m)$. With $Y=\partial_{k_y}H$, $\omega=E_m-E_n$ and $j_y=-e\,{\rm Tr}(YR_1)/\hbar$, each wave vector contributes
\begin{equation}
\frac{j_y}{E}=\frac{e^2}{\hbar}\sum_{m\neq n}(f_n-f_m)X_{mn}Y_{nm}\,\frac{\gamma-i\omega}{\omega(\omega^2+\gamma^2)} .
\end{equation}
Completeness gives $X_{+-}Y_{-+}=(\hbar u)^2\left[\langle\sigma_x\sigma_y\rangle-\langle\sigma_x\rangle\langle\sigma_y\rangle\right]$ in the upper state. The second term is real, proportional to $k_xk_y$, and averages to zero. The first is $i\langle\sigma_z\rangle=iM/\mathcal E$. The two orderings of the bands give complex conjugates, so the imaginary parts, proportional to $\gamma$, cancel and the sum is twice the real part. States with $\mathcal E>\mathcal E_F$ have only the lower band filled; below $\mathcal E_F$ both are filled and cancel. With $d^2k/4\pi^2\to\mathcal E\,d\mathcal E/(2\pi\hbar^2u^2)$,
\begin{equation}
\sigma_{yx}=\frac{e^2}{2\pi\hbar}\int_{\mathcal E_F}^{\infty}\frac{2M\,d\mathcal E}{4\mathcal E^2+\gamma^2}
=\frac{e^2}{2\pi\hbar}\,\frac{M}{2\mathcal E_F}\,\frac{\arctan x}{x},
\qquad x=\frac{\hbar}{\tau\Delta},
\end{equation}
where $\Delta=2\mathcal E_F$ is the smallest allowed interband energy. The time-reversed partner band carries the opposite spin and the opposite Hall current, so the charge parts cancel and the spin parts add. For small $x$ the clean value is multiplied by about $1-x^2/3$. This form belongs to the assumption that all of $R_1$ relaxes at the rate $1/\tau$. If instead each level is given a Lorentzian half-width $\hbar/2\tau$ in the Kubo formula, the correction starts at order $x^3$ and depends on $M/\mathcal E_F$. In both treatments it vanishes for $x\ll1$. Solving the density-matrix equation numerically for $M=\mathcal E_F/2$, doubling $\hbar/\tau$ from $0.02\,\mathcal E_F$ halves the ordinary conductivity and changes the spin Hall conductivity by 0.01\%. At $\hbar/\tau=1.6\,\mathcal E_F$ the latter is down to 0.843 of its clean value, which is $\arctan(0.8)/0.8$.

This treatment omits spin Hall currents created by the collisions themselves. Any such part that is independent of $\tau$ can be absorbed in $\sigma_{\rm SH}$ without changing the argument.

\section{Numbers for a heavy-metal write line}

Take round parameters in the rough range of a heavy 5d-metal line in a spin-orbit-torque memory: $k_F=14$ nm$^{-1}$, $v_F=5\times10^5$ m/s, $\varepsilon=0.10$, $\sigma_{\rm SH}=3000\,(\hbar/2e)$ S/cm. Then $\rho l=0.621$ f$\Omega\,$m$^2$ and $\rho\lambda=0.621/\sqrt{0.6}=0.801$ f$\Omega\,$m$^2$. At 20 $\mu\Omega\,$cm,
\begin{equation}
\theta=3000\times20\times10^{-6}=0.060,\qquad
\lambda=\frac{0.801\times10^{-15}}{20\times10^{-8}}\ {\rm m}=4.0\ {\rm nm},
\end{equation}
and $\theta\lambda=0.24$ nm. In the table, the column ``corrected'' uses $\lambda$ from the Boltzmann equation and reduces $\sigma_{\rm SH}$ by $\arctan(x)/x$ with $\Delta=0.5$ eV. Carrying that factor over from the Dirac bands is an estimate, and $\varepsilon$ is held at 0.10.

\begin{center}
\begin{tabular}{ccccc}
$\rho$ ($\mu\Omega\,$cm) & $\lambda$ (nm) & $\theta$ & $\theta\lambda$ (nm) & corrected (nm)\\
10 & 8.0 & 0.03 & 0.240 & 0.261\\
20 & 4.0 & 0.06 & 0.240 & 0.258\\
40 & 2.0 & 0.12 & 0.240 & 0.248\\
80 & 1.0 & 0.24 & 0.240 & 0.217
\end{tabular}
\end{center}

The Boltzmann $\lambda$ is 9\% longer than the diffusive one at every $\rho$, which shifts the product without tilting it. The current collected in a thick film also depends on the directions in which the spins enter. Compared with $\theta\lambda j_0$ for the Boltzmann $\lambda$, at this $\varepsilon$ it is about 5\% smaller for isotropic entry. For entry perpendicular to the surface it is about 18\% larger if returning spins leave the film and about 11\% larger if the surface reflects them. These figures take the charge current to be $\theta$ times the local spin current. This shift too is the same at every $\rho$. The tilt in the table comes from the broadening of $\sigma_{\rm SH}$: $\hbar/\tau$ rises from 0.05 to 0.42 eV, close to the assumed gap, and the corrected product falls by 17\% over an eightfold change of resistivity. With the Lorentzian broadening of the levels the fall is 13 to 22\% for $M/\mathcal E_F$ between 0.1 and 0.9.

Broadening can also change $\varepsilon$. Suppose the flips come from weak spin-orbit coupling between two bands a distance $\Delta$ apart. Collisions interrupt the interband motion at the rate $1/\tau$, so the spin relaxation rate is proportional to $(1/\tau)/(1/\tau^2+\Delta^2/\hbar^2)$, and $\varepsilon\propto1/(1+x^2)$. With the same $\Delta$, this would lengthen $\lambda$ at 80 $\mu\Omega\,$cm by about a quarter, enough to cancel the fall. The table therefore shows the size of one correction, not the net trend. The constant product is well founded only while $\hbar/\tau$ is small compared with the band separation.

A change in the kind of scatterer acts separately. If the first 10 $\mu\Omega\,$cm has $\varepsilon=0.10$ and all added resistivity has $\varepsilon=0.07$, the product at 80 $\mu\Omega\,$cm rises by 14\%, a change about as large as the fall in the table. Added scatterers with $\varepsilon$ above 0.10 would lower the product instead.

\section{When the product is not constant}

\textbf{Skew scattering.} If collisions deflect opposite spins to opposite sides, the transverse and longitudinal currents both scale with $\tau$. Their ratio $\theta$ is then fixed, and $\theta\lambda\propto1/\rho$. A skew angle of 0.005 added to the example is 17\% of the intrinsic angle at 10 $\mu\Omega\,$cm and 2\% at 80, so it matters most in clean metal.

\textbf{Dyakonov-Perel relaxation.} Without inversion symmetry, spins can precess at a rate $\Omega$ about an axis that changes at each collision. For $\Omega\tau\ll1$ the small angles $\Omega\tau$ add as a random walk, so $1/\tau_s\sim\Omega^2\tau$. Then $D\tau_s\sim v_F^2/\Omega^2$ contains no $\tau$, $\lambda$ is fixed, and $\theta\lambda\propto\rho$. The precession rate has brought in a second time scale, which breaks the opening argument. For a precession axis along $\mathbf k$, the computed $\sqrt{D\tau_s}$ changes by 0.01\% when $\Omega\tau$ is tripled from 0.01. In that case it is the decay length of spins pointing along the flow. Spins transverse to the flow, as in a spin Hall current, rotate while they decay, over the length $v_F/\Omega$, which is $\sqrt2$ times longer and equally free of $\tau$.

\textbf{Real lines.} Resistivities of tens of $\mu\Omega\,$cm, spin Hall angles near a tenth and spin diffusion lengths of a few nanometres or less are roughly typical of heavy-metal films; the 8 nm at 10 $\mu\Omega\,$cm is long. A thin line also breaks the thick-film assumption, most strongly at low resistivity, where $\lambda$ is long. For $d=5$ nm the factor $\tanh(d/2\lambda)$ turns the constant 0.240 nm into 0.073, 0.133, 0.204 and 0.237 nm at the four resistivities. The product does not set the torque of a write line. The spin current passed to a magnet that absorbs it fully is $\theta[1-\operatorname{sech}(d/\lambda)]$ times the charge current density, here 0.005, 0.028, 0.100 and 0.237, and it rises with $\rho$ even in a thick film. Rough surfaces would also add to the resistivity, which is left out here. If they scatter in all directions alike, the increase is about 58, 28, 13 and 6\% at the four values. Real Fermi surfaces are not spheres, which alters the constant in (\ref{main}) but not the scaling. A resistivity changed by alloying or by a new crystal phase also changes the bands, and the argument then gives no reason for the product to stay put.

The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
MODEL TESTS
Dirac pair, hbar/tau = 0.02 and 0.04 (units of E_F):
  sigma_xx ratio           1.999
  spin Hall ratio          1.0001
  spin Hall, 1.6 over 0.02 0.843
Four-band model, k/m = 2.0, eta = 0.618:
  eps, short-range scatterer 0.0728
  eps, screened, range 1/k   0.0855
Dyakonov-Perel: lambda ratio for 3x tau 0.9999
EXAMPLE INPUTS
k_F = 14.0 1/nm, v_F = 5.0e+05 m/s, eps = 0.10
sigma_SH = 3000 (hbar/2e) S/cm
interband gap = 0.50 eV, skew angle = 0.005
second scatterer eps = 0.07
film = 5.0 nm, T = 300 K
EXAMPLE RESULTS
rho*l      = 0.621 fOhm m^2
rho*lambda = 0.801 fOhm m^2 (diffusive)
theta*lambda, closed form = 0.2404 nm
rho(uOhm cm)  l(nm)  lambda(nm)  theta   theta*lambda(nm)
      10     6.206     8.012    0.030      0.2404
      20     3.103     4.006    0.060      0.2404
      40     1.552     2.003    0.120      0.2404
      80     0.776     1.002    0.240      0.2404
NEGLECTED EFFECTS
lambda Boltzmann/diffusive = 1.0903
rho(uOhm cm) tau(fs) hbar/tau(eV) sigma_SH factor k_F*l
      10     12.41      0.053      0.996        86.9
      20      6.21      0.106      0.985        43.4
      40      3.10      0.212      0.946        21.7
      80      1.55      0.424      0.829        10.9
rho(uOhm cm) product with Boltzmann lambda and broadening (nm)
      10     0.2611
      20     0.2583
      40     0.2479
      80     0.2173
rho(uOhm cm) skew/intrinsic  mixed-eps factor  film product(nm)
      10       0.167         1.000          0.0727
      20       0.083         1.070          0.1331
      40       0.042         1.113          0.2038
      80       0.021         1.137          0.2371
kT/E_F = 0.0112, E_F = 2.30 eV (parabolic estimate)
\end{verbatim}
